# Tunnelling Splitting in a Cavity: Slow and Fast Modes: a program that tests the result

```python
"""Tunnelling splitting of a double well coupled to one cavity mode.

H = p^2/2M + V(x) + P^2/2 + (omega q - lam x)^2/2, V = Vb (x^2/a^2 - 1)^2
in Hartree atomic units (unit charge). Results under test:
  slow mode (Delta0 << omega << Omega):
      Delta = Delta_lam exp(-lam^2 d^2/omega), where Delta_lam and d=<0|x|1>
      belong to the well V + lam^2 x^2/2;
  fast mode (omega >> Omega): bare splitting at mass M + lam^2/omega^2;
  deep well, weak coupling: ln(Delta/Delta0) = -K,
      K = lam^2 a^2/Omega [2 r trigamma(r) - 2 - 1/r], r = omega/Omega.
Omega is the well frequency and S0 = 2 M Omega a^2/3 the tunnelling action.
Delta is the lowest odd level minus the lowest even level of joint parity.
"""
import numpy as np
from scipy.linalg import eigh, eigvalsh
from scipy.special import polygamma
from scipy.constants import physical_constants

M, a, Vb = 2000.0, 1.0, 0.016
dx = 0.04
x = dx * np.arange(-75, 76)
ij = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(ij == 0, 1, ij)
sign = np.where(ij % 2 == 0, 1.0, -1.0)
minus_d2 = np.where(ij == 0, np.pi**2 / 3, 2 * sign / safe**2) / dx**2
deriv = np.where(ij == 0, 0.0, sign / safe) / dx


def well(barrier=Vb):
    return barrier * (x**2 / a**2 - 1)**2


def matter(mass, potential):
    return eigh(minus_d2 / (2 * mass) + np.diag(potential))


def splitting(mass, potential):
    energies = matter(mass, potential)[0]
    return energies[1] - energies[0]


def bridge(r):
    """K in units of lam^2 a^2 / Omega."""
    return 2 * r * polygamma(1, r) - 2 - 1 / r


E, C = matter(M, well())
D0 = E[1] - E[0]
Omega = np.sqrt(8 * Vb / M) / a
S0 = 2 * M * Omega * a**2 / 3


def parity_gap(H, nm, nf):
    parity = (np.arange(nm)[:, None] + np.arange(nf)[None, :]).ravel() % 2
    low = []
    for s in (0, 1):
        k = np.flatnonzero(parity == s)
        low.append(eigvalsh(H[np.ix_(k, k)], subset_by_index=[0, 0])[0])
    return low[1] - low[0]


def gap_length(omega, lam, nm=40, nf=26):
    """Coupled splitting from the Hamiltonian with coupling through x."""
    B = C[:, :nm]
    X, X2 = B.T @ (x[:, None] * B), B.T @ (x[:, None]**2 * B)
    low = np.diag(np.sqrt(np.arange(1, nf)), 1)
    q = (low + low.T) / np.sqrt(2 * omega)
    H = np.kron(np.diag(E[:nm]) + 0.5 * lam**2 * X2, np.eye(nf))
    H += np.kron(np.eye(nm), np.diag(omega * (np.arange(nf) + 0.5)))
    H -= lam * omega * np.kron(X, q)
    return parity_gap(H, nm, nf)


def gap_velocity(omega, lam, nm=40, nf=18):
    """Coupled splitting from the Hamiltonian with coupling through p."""
    B = C[:, :nm]
    D = B.T @ deriv @ B
    root = np.sqrt(1 + lam**2 / (M * omega**2))
    low = np.diag(np.sqrt(np.arange(1, nf)), 1)
    # p = -i D and P = i sqrt(omega/(2 root)) (low^T - low): real product
    pP = np.sqrt(omega / (2 * root)) * np.kron(D, low.T - low)
    H = np.kron(np.diag(E[:nm]), np.eye(nf))
    H += np.kron(np.eye(nm), np.diag(omega * root * (np.arange(nf) + 0.5)))
    H -= lam / (M * omega) * pP
    return parity_gap(H, nm, nf)


def exact_slope(energies, vectors, omega):
    """-d ln(Delta)/d(lam^2) at lam = 0 from the sum over matter states."""
    dE = []
    for n in (0, 1):
        xm = vectors.T @ (x * vectors[:, n])
        e = energies - energies[n]
        dE.append(0.5 * np.sum(xm**2 * e / (e + omega)))
    return -(dE[1] - dE[0]) / (energies[1] - energies[0])


# Basis convergence and equivalence of the two forms of the Hamiltonian
g_len, g_vel = gap_length(Omega, 0.1), gap_velocity(Omega, 0.1, nf=26)
assert abs(g_len / g_vel - 1) < 1e-5
lam, w_slow = 0.02, Omega / 20
g_slow = gap_length(w_slow, lam)
assert abs(gap_length(w_slow, lam, 30, 20) / g_slow - 1) < 1e-5

# Overlap of displaced oscillator ground states by quadrature
d0 = abs(C[:, 0] @ (x * C[:, 1]))
qg = np.linspace(-600, 600, 6001)
shift = lam * d0 / w_slow
left = np.exp(-w_slow * (qg + shift)**2 / 2)
right = np.exp(-w_slow * (qg - shift)**2 / 2)
overlap = np.sum(left * right) / np.sqrt(np.sum(left**2) * np.sum(right**2))
assert abs(overlap / np.exp(-lam**2 * d0**2 / w_slow) - 1) < 1e-8


# Slow mode: formula against diagonalization, and decay of its error
def slow_formula(omega, coupling):
    e, c = matter(M, well() + 0.5 * coupling**2 * x**2)
    d = abs(c[:, 0] @ (x * c[:, 1]))
    return e[1] - e[0], d, (e[1] - e[0]) * np.exp(-coupling**2 * d**2 / omega)


D_lam, d_lam, pred_slow = slow_formula(w_slow, lam)
err_slow = np.log(g_slow / pred_slow)
lam_half = lam / np.sqrt(2)
err_half = np.log(gap_length(w_slow / 2, lam_half)
                  / slow_formula(w_slow / 2, lam_half)[2])
assert D_lam > D0
assert abs(err_slow) < 0.03 and abs(err_half) < 0.5 * abs(err_slow)

# The overlap exponent needs omega >> Delta0: doublet result at 3 Delta0
w_low = 3 * D0
low_ratio = exact_slope(E, C, w_low) / (d0**2 / w_low)
assert abs(low_ratio - w_low**2 / (w_low**2 - D0**2)) < 0.01


# Fast mode at fixed lam/omega: heavier mass, then potential averaging
def fast_case(omega, coupling):
    eta = coupling**2 / (M * omega**2)
    heavy = M * (1 + eta)
    c = coupling / (M * omega * (1 + eta))
    var = c**2 * np.sqrt(1 + eta) / (2 * omega)
    curvature = Vb * (12 * x**2 / a**4 - 4 / a**2)
    return (gap_velocity(omega, coupling), splitting(heavy, well()),
            splitting(heavy, well() + 0.5 * var * curvature), heavy, var)


w_fast, lam_big = 10 * Omega, 1.0
g_fast, mass_fast, avg_fast, heavy, var = fast_case(w_fast, lam_big)
g_f2, mass_f2, avg_f2, _, _ = fast_case(2 * w_fast, 2 * lam_big)
err_mass, err_mass2 = np.log(g_fast / mass_fast), np.log(g_f2 / mass_f2)
err_avg = np.log(g_fast / avg_fast)
assert abs(err_mass) < 0.05
assert 1.7 < err_mass / err_mass2 < 2.3
assert abs(err_avg) < 0.25 * abs(err_mass)

# Same fast mode at the ordinary coupling
g_weak, mass_weak, _, heavy_weak, _ = fast_case(w_fast, lam)
ln_weak, ln_weak_mass = np.log(g_weak / D0), np.log(mass_weak / D0)
assert abs(ln_weak / ln_weak_mass - 1) < 0.06

# Sum-over-states slope against the coupled splitting at small coupling
small = 0.004
slope_num = -np.log(gap_length(Omega, small) / D0) / small**2
slope_sum = exact_slope(E, C, Omega)
assert abs(slope_num / slope_sum - 1) < 5e-3

# Closed form of K against quadrature over the tunnelling path
t = np.linspace(-40, 40, 1601)              # time in units of 1/Omega
v = 0.5 / np.cosh(t / 2)**2                 # velocity in units of a Omega
nu = np.linspace(-8, 8, 801)                # frequency in units of Omega
v_nu = np.cos(np.outer(nu, t)) @ v * (t[1] - t[0])
for r in (0.05, 0.2, 1.0, 10.0):
    quad = 0.5 * np.sum(v_nu**2 / (nu**2 + r**2)) * (nu[1] - nu[0])
    quad /= 2 * np.pi
    assert abs(quad / bridge(r) - 1) < 1e-5
assert abs(bridge(1e-3) - (1e3 - 2)) < 0.01
assert abs(bridge(100.0) * 3 * 100.0**2 - 1) < 1e-3

# Exact slope over K for deeper wells, extrapolated to infinite action
deep = {}
barriers = (0.016, 0.025, 0.036)
for r in (0.05, 1.0, 40.0):
    ratios, inverse_action = [], []
    for barrier in barriers:
        e, c = matter(M, well(barrier))
        Om = np.sqrt(8 * barrier / M) / a
        ratios.append(exact_slope(e, c, r * Om) / (a**2 / Om * bridge(r)))
        inverse_action.append(1 / (2 * M * Om * a**2 / 3))
    limit = np.polyfit(inverse_action, ratios, 2)[-1]
    assert abs(limit - 1) < 0.03
    deep[r] = (ratios, limit)

# Crossover at fixed coupling; K carries corrections of order 1/S0
table = []
for r in (0.05, 0.2, 1.0, 5.0, 10.0):
    g = gap_length(r * Omega, lam)
    table.append((r, g / D0, -np.log(g / D0), lam**2 * a**2 / Omega * bridge(r)))
    assert abs(table[-1][2] / table[-1][3] - 1) < 0.25
assert all(table[i][1] < table[i + 1][1] for i in range(len(table) - 1))

cm = physical_constants['hartree-inverse meter relationship'][0] / 100
bohr_nm = physical_constants['Bohr radius'][0] * 1e9
print(f"mass M = {M:.0f} m_e, a = {a:.1f} bohr, barrier Vb = {Vb:.3f} Ha")
print(f"well frequency Omega = {Omega:.4f} Ha = {Omega*cm:.0f} cm^-1")
print(f"action S0 = {S0:.3f} hbar; ground level E0 = {E[0]:.5f} Ha")
print(f"bare splitting Delta0 = {D0:.4e} Ha = {D0*cm:.4f} cm^-1")
print(f"bare transition dipole d0 = {d0:.4f} a.u.")
print(f"coupling lam = {lam:.3f} a.u.; mode volume 4 pi/lam^2 = "
      f"{4*np.pi/lam**2*bohr_nm**3:.2f} nm^3")
print("SLOW MODE")
print(f"omega = {w_slow:.1e} Ha = {w_slow*cm:.1f} cm^-1")
print(f"omega/Delta0 = {w_slow/D0:.0f}; omega/Omega = {w_slow/Omega:.3f}")
print(f"splitting with self-energy Delta_lam = {D_lam:.4e} Ha")
print(f"Delta_lam/Delta0 = {D_lam/D0:.4f}; dipole d = {d_lam:.4f} a.u.")
print(f"exponent lam^2 d^2/omega = {lam**2*d_lam**2/w_slow:.4f}")
print(f"overlap factor = {np.exp(-lam**2*d_lam**2/w_slow):.4f}")
print(f"formula splitting = {pred_slow:.4e} Ha")
print(f"diagonalized splitting = {g_slow:.4e} Ha = {g_slow*cm:.4f} cm^-1")
print(f"ln(diagonalized/formula) = {err_slow:.5f}")
print(f"same, omega and lam^2 halved = {err_half:.5f}")
print(f"slope/(d0^2/omega) at omega = 3 Delta0: {low_ratio:.4f}")
print("FAST MODE, ordinary coupling lam = 0.02" if lam == 0.02 else "FAST MODE")
print(f"omega = {w_fast:.3f} Ha = {w_fast*cm:.0f} cm^-1")
print(f"added mass lam^2/omega^2 = {heavy_weak-M:.4f} m_e")
print(f"relative mass change = {(heavy_weak-M)/M:.3e}")
print(f"ln(Delta/Delta0): diagonalized {ln_weak:.4e}, mass {ln_weak_mass:.4e}")
print(f"FAST MODE, huge coupling lam = {lam_big:.1f} a.u., same omega")
print(f"added mass = {heavy-M:.2f} m_e; relative {(heavy-M)/M:.5f}")
print(f"position variance sigma^2 = {var:.3e} bohr^2")
print(f"diagonalized splitting = {g_fast:.4e} Ha = {g_fast*cm:.4f} cm^-1")
print(f"heavier-mass splitting = {mass_fast:.4e} Ha")
print(f"with averaged potential = {avg_fast:.4e} Ha")
print(f"Delta/Delta0 = {g_fast/D0:.4f}; mass formula {mass_fast/D0:.4f}")
print(f"log error: mass only {err_mass:.5f}, averaged {err_avg:.5f}")
print(f"mass-only log error, omega and lam doubled = {err_mass2:.5f}")
print(f"CROSSOVER at lam = {lam:.3f} a.u.")
for r, ratio, minus_log, K in table:
    print(f"omega/Omega {r:5.2f}: Delta/Delta0 {ratio:.6f}, "
          f"-ln {minus_log:.4e}, K {K:.4e}")
print("DEEP-WELL TEST: exact slope / K slope")
print("S0 = " + ", ".join(f"{2*a*np.sqrt(8*b*M)/3:.2f}" for b in barriers))
for r, (ratios, limit) in deep.items():
    print(f"omega/Omega {r:5.2f}: " + ", ".join(f"{z:.4f}" for z in ratios)
          + f"; extrapolated {limit:.4f}")
print(f"slope at omega = Omega: sum {slope_sum:.3f}, coupled {slope_num:.3f} a.u.")
print(f"two Hamiltonian forms, relative gap difference {abs(g_len/g_vel-1):.1e}")
print("PASS")
```

Running it gives:

```
mass M = 2000 m_e, a = 1.0 bohr, barrier Vb = 0.016 Ha
well frequency Omega = 0.0080 Ha = 1756 cm^-1
action S0 = 10.667 hbar; ground level E0 = 0.00386 Ha
bare splitting Delta0 = 1.5164e-06 Ha = 0.3328 cm^-1
bare transition dipole d0 = 0.9478 a.u.
coupling lam = 0.020 a.u.; mode volume 4 pi/lam^2 = 4.66 nm^3
SLOW MODE
omega = 4.0e-04 Ha = 87.8 cm^-1
omega/Delta0 = 264; omega/Omega = 0.050
splitting with self-energy Delta_lam = 1.6606e-06 Ha
Delta_lam/Delta0 = 1.0951; dipole d = 0.9442 a.u.
exponent lam^2 d^2/omega = 0.8916
overlap factor = 0.4100
formula splitting = 6.8088e-07 Ha
diagonalized splitting = 6.7239e-07 Ha = 0.1476 cm^-1
ln(diagonalized/formula) = -0.01254
same, omega and lam^2 halved = -0.00450
slope/(d0^2/omega) at omega = 3 Delta0: 1.1238
FAST MODE, ordinary coupling lam = 0.02
omega = 0.080 Ha = 17558 cm^-1
added mass lam^2/omega^2 = 0.0625 m_e
relative mass change = 3.125e-05
ln(Delta/Delta0): diagonalized -1.6846e-04, mass -1.7261e-04
FAST MODE, huge coupling lam = 1.0 a.u., same omega
added mass = 156.25 m_e; relative 0.07812
position variance sigma^2 = 2.181e-04 bohr^2
diagonalized splitting = 1.0028e-06 Ha = 0.2201 cm^-1
heavier-mass splitting = 9.9310e-07 Ha
with averaged potential = 1.0030e-06 Ha
Delta/Delta0 = 0.6613; mass formula 0.6549
log error: mass only 0.00969, averaged -0.00025
mass-only log error, omega and lam doubled = 0.00490
CROSSOVER at lam = 0.020 a.u.
omega/Omega  0.05: Delta/Delta0 0.443422, -ln 8.1323e-01, K 9.0766e-01
omega/Omega  0.20: Delta/Delta0 0.854399, -ln 1.5736e-01, K 1.7535e-01
omega/Omega  1.00: Delta/Delta0 0.986639, -ln 1.3451e-02, K 1.4493e-02
omega/Omega  5.00: Delta/Delta0 0.999342, -ln 6.5780e-04, K 6.6148e-04
omega/Omega 10.00: Delta/Delta0 0.999832, -ln 1.6846e-04, K 1.6634e-04
DEEP-WELL TEST: exact slope / K slope
S0 = 10.67, 13.33, 16.00
omega/Omega  0.05: 0.8974, 0.9194, 0.9336; extrapolated 0.9987
omega/Omega  1.00: 0.9285, 0.9437, 0.9535; extrapolated 0.9988
omega/Omega 40.00: 1.0294, 1.0257, 1.0224; extrapolated 0.9977
slope at omega = Omega: sum 33.642, coupled 33.641 a.u.
two Hamiltonian forms, relative gap difference 1.1e-11
PASS
```
